\section*{Gaussian phase averaging and electron specularity at a rough metal surface}

\section*{The phase written by a bump}

\textbf{Q.} Suppose a metal film has an rms roughness of 0.1 nm (1 \AA), less than the size of an atom. Do its conduction electrons see a smooth mirror?

\textbf{A.} Size must be judged against the electron's wavelength, and the angle of arrival matters too. Take free electrons with Fermi wavevector $k=13.6\ \mathrm{nm^{-1}}$ ($1.36$ \AA$^{-1}$). Let the metal fill $z>s$, where $s$ is the height of a flat boundary. An electron arriving at angle $\theta$ from the surface normal has normal wavevector $q=k\cos\theta$ and lateral wavevector $k_\parallel=k\sin\theta$. Outside the metal the potential lies an energy $W>0$ above the Fermi level, so the wave decays there as $e^{\kappa z}$ with $\kappa^2=k_\parallel^2+2mW/\hbar^2$. Omitting the common lateral factor, the wave is
\[
\psi=\begin{cases}e^{-iqz}+R\,e^{iqz}, & z>s,\\ T\,e^{\kappa z}, & z<s.\end{cases}
\]
Continuity of $\psi$ and of its slope at $z=s$ gives
\begin{align*}
e^{-iqs}+R\,e^{iqs}&=T e^{\kappa s},\\
-iq\,e^{-iqs}+iqR\,e^{iqs}&=\kappa T e^{\kappa s}.
\end{align*}
Multiply the first line by $\kappa$ and subtract it from the second, which removes $T$:
\[
(iq-\kappa)R\,e^{iqs}=(\kappa+iq)e^{-iqs}.
\]
Hence
\begin{equation}
R(s)=R(0)\,e^{-2iqs},\qquad R(0)=-\frac{\kappa+iq}{\kappa-iq}.
\label{eq:phase}
\end{equation}
The numerator and denominator of $R(0)$ are complex conjugates, so $|R|=1$: everything is reflected. The barrier height enters through $R(0)$, which is the same for every $s$. Moving the boundary changes the phase by $2qs$, because the path changes by the same length on the way in and on the way out.

\section*{From phases to a specular share}

\textbf{Q.} A real surface has many heights at once. How do I combine them?

\textbf{A.} Assume first that the surface is locally flat on the scale of the wave, so that \eqref{eq:phase} applies at each point $x$ with its own $s(x)$. The specular wave is the part of the reflected field that keeps the lateral wavevector $k_\parallel$. Its amplitude is the average of $R(s(x))$ over the surface, which for a wide surface equals the average over the height distribution. Incident and specular waves have the same normal velocity, so the specular share of the flux is
\[
p=|\langle R\rangle|^2=\left|\langle e^{-2iqs}\rangle\right|^2 .
\]
Now let the heights be Gaussian with mean zero and rms $h$. Completing the square in the exponent,
\[
-\frac{s^2}{2h^2}-2iqs=-\frac{(s+2iqh^2)^2}{2h^2}-2q^2h^2 ,
\]
which can be checked by expanding the bracket: its last term, $-4q^2h^4$, contributes $+2q^2h^2$, and the final term cancels it. The integrand is analytic and vanishes at large $|s|$, so the integration line may be shifted by $2iqh^2$, and the remaining Gaussian integrates to one. Therefore
\begin{equation}
\langle e^{-2iqs}\rangle=e^{-2q^2h^2},\qquad
p(\theta)=e^{-a\cos^2\theta},\qquad a=4k^2h^2 .
\label{eq:p}
\end{equation}

\textbf{Q.} What does that give for my film?

\textbf{A.} The exponent is $a=4\times13.6^2\times0.1^2=7.40$. At normal incidence $p=e^{-7.40}=0.0006$. For an electron with $\cos\theta=0.1$, which travels $5.7^\circ$ from the surface, $p=e^{-0.074}=0.93$.

The rms phase $2kh\cos\theta$ shows why. At normal incidence it is 2.72 rad, so contributions from different heights point in all directions in the complex plane and nearly cancel. At $\cos\theta=0.1$ it is 0.272 rad, and they nearly line up. The bumps are the same; the grazing electron has a long wavelength along the normal, $2\pi/q$, and that is the length against which height is measured.

\section*{What the Gaussian assumption does}

\textbf{Q.} Would any surface with the same rms height behave this way?

\textbf{A.} Within the locally flat picture, yes, if the phase $2qs$ is small at every height that contributes noticeably to the variance. A few deep pits can break this condition even when the rms phase is small. Where it holds, and with zero mean height, $\langle e^{-2iqs}\rangle\approx1-2q^2h^2$, so $p\approx1-4q^2h^2$. At large phases the shape of the distribution matters. Take equally filled terraces at the two heights $s=\pm h$, 0.2 nm apart, with the same rms height of 0.1 nm. Let them be so wide that each reflects as a flat mirror and the step edges can be neglected; near grazing incidence this requires wider terraces. Then
\[
\langle e^{-2iqs}\rangle=\tfrac12\left(e^{-2iqh}+e^{2iqh}\right)=\cos(2qh),\qquad p=\cos^2(2kh\cos\theta).
\]
At $\cos\theta=0.1$ this gives 0.93, as before. At normal incidence it gives 0.83 instead of 0.0006. The two phases differ by $2\times2.72=5.44$ rad, not far from a full turn of 6.28 rad, so the terraces reflect nearly in step. Strong loss of specularity needs phase factors that nearly cancel, as they do for the continuous Gaussian at this $h$. Two equal terraces cancel only when their phases differ by nearly an odd number of half turns, so a large rms height does not by itself ensure the loss.

\section*{Where the lost flux goes}

\textbf{Q.} Does $p=0.0006$ mean that the electron leaves in a random direction?

\textbf{A.} No. Since all flux is reflected, the share $1-p$ leaves in directions other than the specular one, but its angular width is a separate question. Here $p$ is so small that the width of the whole reflected field answers it. At normal incidence the reflected field carries the phase $\varphi(x)=-2ks(x)$. The mean square lateral wavevector of a field $e^{i\varphi}$ is
\[
\left\langle\left|\frac{d}{dx}e^{i\varphi}\right|^2\right\rangle=\langle\varphi'^2\rangle=4k^2\langle s'^2\rangle .
\]
Let the heights be correlated as $C(x)=\langle s(x)s(0)\rangle=h^2e^{-x^2/\xi^2}$. Then $\langle s'^2\rangle=-C''(0)=2h^2/\xi^2$. With $\xi=2$ nm the rms slope is $\sqrt2\times0.1/2=0.071$, and the rms lateral wavevector is $2\times13.6\times0.0707=1.92\ \mathrm{nm^{-1}}$. Divided by $k$, this is an rms angle of about $8^\circ$ along $x$. ``Diffuse'' here means only that the flux has left the specular wave. The scattering is elastic, and for a given fixed surface each scattered wave keeps a definite phase relative to the incident one. Treating $1-p$ as the probability of isotropic re-emission, as a resistivity model may do, is a further assumption, and this surface does not satisfy it.

\textbf{Q.} If grazing electrons are reflected so well, is the surface specular on the whole?

\textbf{A.} Few electrons arrive at grazing angles. For an isotropic Fermi sphere the solid angle is proportional to $d\mu$, with $\mu=\cos\theta$, and the arrival rate carries another factor $\mu$ from the normal velocity. The normalized weight is $2\mu\,d\mu$. With $u=\mu^2$,
\[
P=\int_0^1 2\mu\,e^{-a\mu^2}d\mu=\int_0^1e^{-au}du=\frac{1-e^{-a}}{a}=0.135 .
\]
The condition $p>\tfrac12$ reads $\mu^2<\ln2/a=0.094$, or $\mu<0.306$: within $18^\circ$ of the surface. The flux share below a given $\mu$ is $\mu^2$, so 9\,\% of the arriving electrons meet the condition. These figures use \eqref{eq:p} at every angle, including angles where the next section shows local flatness to fail. For the grooved walls tested below, dropping that assumption shifts them modestly: $P\approx0.14$, about $19^\circ$, and about 10\,\%.

\section*{Is the surface locally flat at grazing incidence?}

\textbf{Q.} A grazing wave skims over many bumps. Can I still treat each point as a flat mirror?

\textbf{A.} Not close to grazing. Consider a hard wall, $\psi=0$ at $z=s(x)$, grooved along one direction and periodic with a long period $L$. Write $s=\sum_n s_ne^{iG_nx}$ with $G_n=2\pi n/L$ and $s_{-n}=s_n^*$. Roughness changes the lateral wavevector to $k_\parallel+G_n$ and the normal one to $q_n$, where $q_n^2=k^2-(k_\parallel+G_n)^2$ and $q_0=q$. For gentle slopes I use outgoing waves all the way down to the wall. After division by $e^{ik_\parallel x}$ the wall condition is
\[
e^{-iqs}+\sum_nR_n\,e^{iG_nx}e^{iq_ns}=0 .
\]
Expand in powers of $s$. Order zero gives $R_0=-1$ and no other wave. At first order the incident wave and the zeroth-order reflected wave each contribute $-iqs$, so
\[
R_n^{(1)}=2iq\,s_n .
\]
At second order those two waves contribute $-q^2s^2/2$ and $+q^2s^2/2$, which cancel. What remains is
\[
\sum_nR_n^{(2)}e^{iG_nx}+is\sum_nq_nR_n^{(1)}e^{iG_nx}=0 .
\]
Its average over $x$ keeps $R_0^{(2)}$ and pairs each $n$ with $s_{-n}$:
\[
R_0^{(2)}=-i\sum_nq_n(2iq\,s_n)s_{-n}=2q\sum_nq_n|s_n|^2 .
\]
Now average over surfaces. Since $\langle s_n\rangle=0$, the first-order term drops out. With $\sum_n\langle|s_n|^2\rangle=h^2$, define $\langle q'\rangle=\sum_nq_n\langle|s_n|^2\rangle/h^2$, the mean normal wavevector after scattering. Then $\langle R_0\rangle=-1+2qh^2\langle q'\rangle$, and to second order in $h$
\begin{equation}
1-p\approx4qh^2\,\mathrm{Re}\,\langle q'\rangle .
\label{eq:loss}
\end{equation}
For very long correlation $q'\to q$, and the loss returns to $4q^2h^2$. At fixed $\xi$, however, $\mathrm{Re}\,\langle q'\rangle$ stays finite as $q\to0$, because bumps can lift a grazing electron to a steeper direction. The loss then falls as $\cos\theta$, not $\cos^2\theta$: halving $\cos\theta$ from 0.01 to 0.005 in \eqref{eq:loss} halves it (ratio 2.00). Reflection still becomes specular at grazing incidence, but more slowly.

\textbf{Q.} Where does the change set in?

\textbf{A.} Near grazing, $q_n^2\approx q^2-2kG_n$, and the rms $G$ for this correlation function is $\sqrt2/\xi$. Local flatness needs $q^2\gg2\sqrt2\,k/\xi$, that is $\cos^2\theta\gg2\sqrt2/(k\xi)=0.10$. The electron with $\cos\theta=0.1$ violates this, so its value of 0.93 needs a test.

\section*{A test without local flatness}

\textbf{Q.} How far off is it?

\textbf{A.} I solved the wave problem for 250 random hard walls of this grooved kind, with $h=0.1$ nm and $\xi=2$ nm, choosing the outgoing waves so that $\psi$ vanishes on each wall. Flux was conserved to about one part in $10^7$. The specular share follows from the ensemble-averaged amplitude:
\begin{center}
\begin{tabular}{ccc}
$\cos\theta$ & full wave & Eq.~\eqref{eq:p}\\
1.00 & $0.0004\pm0.0003$ & 0.0006\\
0.3983 & $0.342\pm0.010$ & 0.309\\
0.10 & $0.900\pm0.002$ & 0.929
\end{tabular}
\end{center}
The uncertainties are standard errors of the sampling. At normal incidence the sampling confirms that $p$ is tiny but does not fix its value. At $\cos\theta=0.40$ the full result is higher by about three standard errors; this is the sign \eqref{eq:loss} predicts, since here $\mathrm{Re}\,\langle q'\rangle\approx0.94\,q$ and finite correlation lowers the loss. For $\xi=5$ nm the full value falls to 0.312, close to 0.309. At $\cos\theta=0.1$ the loss is 0.100 instead of 0.071, and \eqref{eq:loss} gives 0.107. With the heights reduced to $h=0.03$ nm, where second order should suffice, the full loss is 0.0096 with a sampling error of about 0.0003, \eqref{eq:loss} gives 0.0096 and \eqref{eq:p} gives 0.0066. The extra grazing loss is therefore the finite-correlation effect just derived. The lobe width at normal incidence came out as $1.90\ \mathrm{nm^{-1}}$, against 1.92 from the slope formula.

\section*{Beside a real interconnect}

\textbf{Q.} May I use these numbers for a metal line on a chip?

\textbf{A.} With care. The wavevector is the free-electron value for copper, but 0.1 nm is very smooth for an interconnect; line sidewalls are usually rougher. At $h=0.3$ nm, with $k$ fixed, $a$ grows ninefold to 67 and the flux average in \eqref{eq:p} falls to about 0.015. Real lines also break the assumption of total reflection, since a metallic liner lets electrons through. If the boundary reflects a fraction $r$ of the flux equally at all heights, the specular share becomes $rp$; an illustrative $r=0.5$ lowers the locally flat value at $\cos\theta=0.1$ from 0.93 to 0.46. Crystal surfaces have atomic steps, so their heights need not be Gaussian. In the free-electron model the terrace example shows how much this can matter: 0.83 instead of 0.0006 at normal incidence. These two numbers do not carry over to the close-packed (111) faces of copper, silver and gold. There the crystal potential opens a gap, and no bulk state at the Fermi level has zero lateral wavevector.

Two smaller changes leave the contrast between normal and grazing incidence intact. Changing $k$ by 5\,\% either way moves the normal-incidence $p$ between 0.0003 and 0.0013; this tests the size of a spherical Fermi surface, not the effect of another shape. The free-electron value for silver and gold, $12.0\ \mathrm{nm^{-1}}$, lies outside this range; it gives $p=0.003$ at normal incidence and 0.55 for the terraces. Thermal energy spread at 300 K shifts $k$ by about 0.2\,\%. Grain boundaries, phonons and the crystal potential are absent from the model, so it describes one surface collision and not the resistivity of a line. The remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Fermi wavevector k = 13.60 1/nm = 1.360 1/angstrom
rms height h = 0.10 nm = 1.0 angstrom
correlation length xi = 2.0 nm
barrier above Fermi level = 4.5 eV
temperature = 300 K
free-electron Fermi energy = 7.05 eV
exponent at normal incidence a = 7.3984
cos(theta), angle from surface (deg), rms phase (rad), p:
  1.00   90.00  2.720  0.000612
  0.50   30.00  1.360  0.157300
  0.30   17.46  0.816  0.513833
  0.10    5.74  0.272  0.928687
  0.05    2.87  0.136  0.981674
mean phase factor, normal incidence = 0.02474
mean phase factor, cos 0.1 = 0.96368
cos(theta) for p = 1/2: 0.3061
that angle from surface = 17.82 deg
incident flux share with p > 1/2 = 0.0937
flux-averaged specular share = 0.1351
FULL WAVE: walls = 250, period = 29.72 nm
largest relative flux error = 7.7e-08
cos(theta), p full wave, standard error, p formula:
  1.0000  0.0004  0.0003  0.0006
  0.3983  0.3417  0.0103  0.3092
  0.1000  0.8998  0.0022  0.9287
rms slope = 0.0707
lobe rms lateral k, full wave = 1.897 1/nm
lobe rms lateral k, formula = 1.923 1/nm
lobe rms angle, formula = 8.10 deg
WEAK ROUGHNESS h = 0.030 nm, cos 0.1, loss 1-p:
  full wave = 0.00961
  second order, finite xi = 0.00960
  Gaussian phase formula = 0.00664
second-order loss ratio, cos 0.01 to 0.005 = 2.002
NEGLECTED EFFECTS at h = 0.1 nm:
second-order loss, cos 0.1 = 0.1066
Gaussian formula loss, cos 0.1 = 0.0713
terrace separation = 0.20 nm
terrace p, normal incidence = 0.8325
terrace p, cos 0.1 = 0.9278
normal p with k lower by 5 % = 0.001259
normal p with k higher by 5 % = 0.000287
thermal relative shift of k = 0.00183
\end{verbatim}
